# One-Loop Vacuum Polarization and the Subtracted Photon Self-Energy

## The decision and the result to implement

A code that evaluates one-photon exchange at momentum transfer $q$ must decide which coupling multiplies $1/q^2$: the constant $\alpha$ measured with static charges, or a momentum-dependent coupling. For one fermion species of unit charge and mass $m$, the one-loop answer is

$$\alpha_{\rm eff}(q^2)=\frac{\alpha}{1-\hat\Pi(q^2)},\qquad
\hat\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\!\left(1-x(1-x)\frac{q^2}{m^2}\right).$$

The metric is $(+,-,-,-)$, so scattering has $q^2=-Q^2<0$. The logarithm is then positive and the coupling increases with $Q$. With the opposite metric only the sign of $q^2$ inside the logarithm changes. With the opposite sign convention for $\Pi$, the sign in the denominator and the sign in front of the integral change together. Natural units are used, with $\alpha=e^2/4\pi$.

## The bubble diagram

Let the vertex be $-ie\gamma^\mu$ and the fermion propagator $i(\not k+m)/(k^2-m^2+i0)$. Define $i\Pi^{\mu\nu}(q)$ as the one-loop insertion in a photon line. With $p=k+q$,

$$i\Pi^{\mu\nu}=-\int\!\frac{d^dk}{(2\pi)^d}\,
\frac{{\rm tr}[(-ie\gamma^\mu)\,i(\not k+m)(-ie\gamma^\nu)\,i(\not p+m)]}{(k^2-m^2)(p^2-m^2)} .$$

The leading minus sign belongs to the closed fermion loop. The other factors give $(-ie)^2i^2=(-e^2)(-1)=e^2$, so

$$i\Pi^{\mu\nu}=-e^2\int\!\frac{d^dk}{(2\pi)^d}\frac{N^{\mu\nu}}{(k^2-m^2)(p^2-m^2)},\quad
N^{\mu\nu}={\rm tr}[\gamma^\mu(\not k+m)\gamma^\nu(\not p+m)].$$

For the trace, use $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$, ${\rm tr}\,1=4$ and vanishing traces of an odd number of matrices; these rules are kept in $d$ dimensions. Let $T={\rm tr}(\gamma^\mu\gamma^\alpha\gamma^\nu\gamma^\beta)$. Moving $\gamma^\mu$ to the far right through three anticommutators gives

$$T=8g^{\mu\alpha}g^{\nu\beta}-8g^{\mu\nu}g^{\alpha\beta}+8g^{\mu\beta}g^{\alpha\nu}-T,$$

where the last term is $-T$ because the trace is cyclic. Halving this, contracting with $k_\alpha p_\beta$ and adding $m^2\,{\rm tr}(\gamma^\mu\gamma^\nu)=4m^2g^{\mu\nu}$,

$$N^{\mu\nu}=4\left[k^\mu p^\nu+k^\nu p^\mu-g^{\mu\nu}(k\cdot p-m^2)\right].$$

## Why the regulator matters

In four dimensions the integral diverges. Current conservation requires $q_\mu\Pi^{\mu\nu}=0$, hence the form $(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi(q^2)$. For a massive fermion $\Pi$ is regular at $q=0$, so the tensor must vanish there.

A sharp cutoff violates this. Set $q=0$, $d=4$, and rotate $k^0=iK^0$, so that $k^2=-K^2$ and $d^4k=i\,d^4K$. The contracted numerator is $4[2k^2-4(k^2-m^2)]=4(2K^2+4m^2)$. The angular integral supplies $2\pi^2/(2\pi)^4=1/8\pi^2$:

$$\Pi^\mu{}_\mu(0)=-\frac{4e^2}{8\pi^2}\int_0^\Lambda dK\,\frac{K^3(2K^2+4m^2)}{(K^2+m^2)^2}
=-\frac{e^2\Lambda^4}{2\pi^2(\Lambda^2+m^2)} .$$

The last step holds because the integrand is the derivative of $K^4/(K^2+m^2)$. For $\Lambda=50m$ and $e^2=1$ the result is $-126.6\,m^2$ instead of zero. It is a spurious photon mass term that grows as $\Lambda^2$.

Dimensional regularization evaluates the integral at $d<2$, where it converges, and continues the result analytically in $d$. At $d<2$ a shift of the loop momentum is legitimate, and surface terms, which scale as $K^{d-2}$, vanish at infinity. To keep $e$ dimensionless, replace $e^2$ by $e^2\mu^{2\epsilon}$, with $d=4-2\epsilon$ and $\mu$ an arbitrary mass.

## Reduction of the integral

**Combining denominators.** For two denominators $A$ and $B$,

$$\int_0^1\frac{dx}{[A+x(B-A)]^2}=\frac{1}{B-A}\left(\frac1A-\frac1B\right)=\frac1{AB}.$$

With $A=k^2-m^2$ and $B=(k+q)^2-m^2$, the bracket is

$$k^2+2x\,k\cdot q+xq^2-m^2=(k+xq)^2+x(1-x)q^2-m^2=l^2-\Delta,$$

$$l=k+xq,\qquad \Delta=m^2-x(1-x)q^2-i0 .$$

**Numerator.** Insert $k=l-xq$ and $p=l+(1-x)q$:

$$k^\mu p^\nu+k^\nu p^\mu=2l^\mu l^\nu+(1-2x)(l^\mu q^\nu+q^\mu l^\nu)-2x(1-x)q^\mu q^\nu,$$

$$k\cdot p=l^2+(1-2x)\,l\cdot q-x(1-x)q^2 .$$

Terms linear in $l$ are odd and integrate to zero. By rotational symmetry $l^\mu l^\nu$ may be replaced by $g^{\mu\nu}l^2/d$; contraction with $g_{\mu\nu}$, using $g^\mu{}_\mu=d$, fixes the factor. Thus

$$\frac{N^{\mu\nu}}4\to\left(\frac2d-1\right)g^{\mu\nu}l^2+g^{\mu\nu}[m^2+x(1-x)q^2]-2x(1-x)q^\mu q^\nu .$$

**Wick rotation.** Take $q^2<4m^2$ first. Since $x(1-x)\le1/4$, $\Delta$ is positive. The poles in $l^0$ lie just below the positive and just above the negative real axis, so the contour can be turned counterclockwise: $l^0=iL^0$, $l^2=-L^2$, $d^dl=i\,d^dL$. The factor $i$ cancels the one in $i\Pi^{\mu\nu}$. Defining

$$J_0=\int\!\frac{d^dL}{(2\pi)^d}\frac1{(L^2+\Delta)^2},\qquad
J_2=\int\!\frac{d^dL}{(2\pi)^d}\frac{L^2}{(L^2+\Delta)^2},$$

we have

$$\Pi^{\mu\nu}=-4e^2\mu^{2\epsilon}\!\int_0^1\!dx\Big\{g^{\mu\nu}\Big(1-\frac2d\Big)J_2+\big[g^{\mu\nu}(m^2+x(1-x)q^2)-2x(1-x)q^\mu q^\nu\big]J_0\Big\}.$$

**The two integrals.** The area $S_d$ of the unit sphere follows from a Gaussian: $\pi^{d/2}=\int d^dL\,e^{-L^2}=S_d\Gamma(d/2)/2$. With $y=L^2/\Delta$, $L^{d-1}dL=\tfrac12\Delta^{d/2}y^{d/2-1}dy$. The prefactor is $S_d/[2(2\pi)^d]=1/[(4\pi)^{d/2}\Gamma(d/2)]$. The Beta integral

$$\int_0^\infty dy\,\frac{y^{a-1}}{(1+y)^{a+b}}=\frac{\Gamma(a)\Gamma(b)}{\Gamma(a+b)}$$

is needed at $a=d/2$, $b=2-d/2$ for $J_0$, and at $a=d/2+1$, $b=1-d/2$ for $J_2$. Since $\Gamma(2)=1$ and $\Gamma(d/2+1)=(d/2)\Gamma(d/2)$,

$$J_0=\frac{\Gamma(2-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-2},\qquad
J_2=\frac d2\,\frac{\Gamma(1-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-1}.$$

**Transversality.** Because $(1-2/d)(d/2)=-(1-d/2)$ and $(1-d/2)\Gamma(1-d/2)=\Gamma(2-d/2)$,

$$\left(1-\frac2d\right)J_2=-\Delta J_0=[-m^2+x(1-x)q^2]J_0 .$$

The mass terms cancel and the two $q^2$ terms add:

$$\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi(q^2),$$

$$\Pi(q^2)=-\frac{8e^2\mu^{2\epsilon}}{(4\pi)^{d/2}}\Gamma\!\left(2-\frac d2\right)\int_0^1dx\,x(1-x)\Delta^{d/2-2}.$$

This formula was tested against direct quadrature of the original integral, without Feynman parameters or a shift, at $d=1.3$ and $d=1.5$. For $d=1.5$, $m=e^2=1$ and $Q=1.7$, both routes give $\Pi^\mu{}_\mu=(d-1)q^2\Pi=0.150311$, and the contraction $q_\mu q_\nu\Pi^{\mu\nu}$ vanishes within numerical accuracy. With $e^2=1$ and $\mu=m$, the trace is in units of $m^2$.

## Subtraction at zero momentum

Near $d=4$, $\Gamma(\epsilon)=1/\epsilon-\gamma_E+O(\epsilon)$, where $\gamma_E$ is Euler's constant. The remaining powers combine as $(4\pi\mu^2/\Delta)^\epsilon=1+\epsilon\ln(4\pi\mu^2/\Delta)+O(\epsilon^2)$, and $8e^2/(4\pi)^2=2\alpha/\pi$. Therefore

$$\Pi(q^2)=-\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\left[\frac1\epsilon-\gamma_E+\ln\frac{4\pi\mu^2}{\Delta}\right]+O(\epsilon).$$

Since $\int_0^1x(1-x)dx=1/6$, the pole is $-\alpha/(3\pi\epsilon)$, independent of $q^2$. At $q^2=0$, $\Delta=m^2$. Subtracting removes the pole, $\gamma_E$ and $\mu$:

$$\Pi(q^2)-\Pi(0)=-\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\frac{m^2}{\Delta},$$

which is the stated $\hat\Pi(q^2)$ after inverting the argument of the logarithm.

The cancellation can be followed at $Q=10$ MeV for an electron loop with $\mu=m$. At $\epsilon=0.01$, $\Pi(q^2)=-0.07564$ and $\Pi(0)=-0.07896$, with difference $0.00332$. At $\epsilon=0.001$ both terms are about ten times larger, $-0.77246$ and $-0.77579$, but their difference is $0.00333$. An implementation should evaluate the subtracted integral directly, because subtracting two large numbers wastes precision.

**Why this subtraction defines the charge.** Let $e_0$ be the coupling in the Lagrangian and write the bubble as $\Pi_0=e_0^2F(q^2)$. One insertion changes the photon propagator by

$$\frac{-i}{q^2}\,(i\Pi^{\mu\nu})\,\frac{-i}{q^2}=\frac{-i}{q^2}\left(g^{\mu\nu}-\frac{q^\mu q^\nu}{q^2}\right)\Pi_0 .$$

The parenthesis is a projector, so $n$ insertions give the same tensor times $\Pi_0^n$. Between conserved currents the $q^\mu q^\nu$ terms drop out, and the geometric series multiplies $-ig^{\mu\nu}/q^2$ by $1/(1-\Pi_0)$. The strength seen at $q^2\to0$ is $e^2=e_0^2/(1-e_0^2F(0))$, or $1/e_0^2=1/e^2+F(0)$. Hence

$$\frac{e_0^2}{1-e_0^2F(q^2)}=\frac1{1/e_0^2-F(q^2)}=\frac{e^2}{1-e^2[F(q^2)-F(0)]}=\frac{e^2}{1-\hat\Pi(q^2)} .$$

This is an identity for the chain of one-loop bubbles. It is not the full second-order result, because a bubble with an internal photon also contributes at order $\alpha^2$. At fixed $Q^2/m^2$, replacing $1/(1-\hat\Pi)$ by $1+\hat\Pi$ changes the factor only at order $\alpha^2$, where the chain is already incomplete. Vertex corrections and two-photon exchange are separate contributions to a scattering amplitude.

## Spacelike limits

Let $a=Q^2/m^2$, so the logarithm is $\ln[1+x(1-x)a]$. For $a\ll1$, expand it to second order and use $\int x^2(1-x)^2dx=1/30$ and $\int x^3(1-x)^3dx=1/140$:

$$\hat\Pi\simeq\frac{2\alpha}{\pi}\left(\frac a{30}-\frac{a^2}{280}\right)=\frac{\alpha a}{15\pi}\left(1-\frac{3a}{28}\right).$$

A heavy fermion therefore decouples as $Q^2/m^2$ when the charge is defined at $q^2=0$.

For $a\gg1$, write the logarithm as $\ln a+\ln x+\ln(1-x)+\ln\{1+1/[x(1-x)a]\}$. The middle terms each contribute $\int x(1-x)\ln x\,dx=-1/4+1/9=-5/36$. Away from the endpoints the last term is approximately $1/[x(1-x)a]$, which integrates with the weight to $1/a$. The endpoint regions have width of order $1/a$ and weight of order $1/a$, so they affect only higher order, up to logarithms. Thus

$$\hat\Pi\simeq\frac{\alpha}{3\pi}\left(\ln\frac{Q^2}{m^2}-\frac53\right)+\frac{2\alpha}{\pi}\frac{m^2}{Q^2}.$$

Replacing $1/(1-\hat\Pi)$ by $1+\hat\Pi$ at large $Q$ requires $\alpha\ln(Q^2/m^2)/3\pi\ll1$, because the first omitted term is $\hat\Pi^2$. When this quantity approaches one, the denominator $1-\hat\Pi$ approaches zero, the effective coupling is no longer small, and the chain of one-loop bubbles has lost its basis too.

## Electron-loop example

Take $1/\alpha=137.036$ and $m=0.510999$ MeV. At $Q=10$ MeV,

$$a=\left(\frac{10}{0.510999}\right)^2=382.97,\qquad
\int_0^1dx\,x(1-x)\ln[1+x(1-x)a]=0.71611 .$$

With $2\alpha/\pi=0.0046456$, this gives $\hat\Pi=0.0046456\times0.71611=0.003327$ and

$$\frac1{\alpha_{\rm eff}}=137.036\,(1-0.003327)=136.58 .$$

The exchange amplitude is about $0.33\%$ larger than with constant $\alpha$. The same calculation at other momenta gives:

| $Q$ (MeV) | $\hat\Pi$ | $1/\alpha_{\rm eff}$ |
|---:|---:|---:|
| 0.05 | $1.481\times10^{-6}$ | 137.04 |
| 1 | $4.344\times10^{-4}$ | 136.98 |
| 10 | $3.327\times10^{-3}$ | 136.58 |
| 100 | $6.881\times10^{-3}$ | 136.09 |

At $0.05$ MeV the leading small-$Q$ form gives $1.4826\times10^{-6}$, too large by about $0.1\%$ of the full integral. This is the size of the correction $3a/28=0.00103$. At 10 MeV the logarithmic form without its $1/a$ term gives $0.003315$. The deficit, $1.19\times10^{-5}$, is close to the predicted $2\alpha/(\pi a)=1.21\times10^{-5}$.

From 10 to 100 MeV, $1/\alpha_{\rm eff}$ falls by $0.487$. The logarithm alone predicts $(2/3\pi)\ln10=0.489$; the $1/a$ term at the lower momentum accounts for the small difference.

These values contain the one-loop electron bubble alone. The omitted two-loop bubble is roughly $0.9\%$ of $\hat\Pi$ at $0.05$ MeV and $0.3\%$ at 100 MeV, so the digits of $\hat\Pi$ are those of the one-loop function; the column $1/\alpha_{\rm eff}$ is unchanged at the digits shown. A muon, with mass $105.66$ MeV, has $a=0.896$ at $Q=100$ MeV and would add $\alpha a/15\pi\approx1.39\times10^{-4}$ by the leading small-$Q$ form. The full integral is about $9\%$ smaller, $1.27\times10^{-4}$, or roughly $2\%$ of the electron contribution, and it moves the last entry from 136.09 to 136.08. Hadronic loops are also omitted, so the last row is not a complete prediction for the physical coupling. For several lepton species, the one-loop functions $\hat\Pi$ are added, each with its own mass.

## Timelike momentum and the branch of the logarithm

For $q^2<4m^2$ the logarithm's argument is positive throughout the integration range and $\hat\Pi$ is real. Above $4m^2$ it is negative between

$$x_\pm=\frac{1\pm\beta}{2},\qquad \beta=\sqrt{1-\frac{4m^2}{q^2}} .$$

The prescription $q^2+i0$ puts the argument just below the negative real axis, so its logarithm is $\ln|\cdot|-i\pi$. With $u=x-\tfrac12$,

$$\int_{x_-}^{x_+}x(1-x)dx=\int_{-\beta/2}^{\beta/2}\left(\frac14-u^2\right)du
=\frac{\beta(3-\beta^2)}{12}=\frac\beta6\left(1+\frac{2m^2}{q^2}\right),$$

$${\rm Im}\,\hat\Pi=-\frac\alpha3\,\beta\left(1+\frac{2m^2}{q^2}\right).$$

The sign and size follow independently from pair production. For a transverse polarization, $\varepsilon^*\cdot\varepsilon=-1$ and $\varepsilon\cdot q=0$, so the forward amplitude is $\varepsilon^*_\mu\varepsilon_\nu\Pi^{\mu\nu}=-q^2\Pi$. Unitarity equates twice its imaginary part to the squared pair amplitude integrated over phase space. Summed over spins and the three polarizations, the squared amplitude is

$$-e^2g_{\mu\nu}{\rm tr}[(\not p_1+m)\gamma^\mu(\not p_2-m)\gamma^\nu]
=e^2(8p_1\cdot p_2+16m^2)=4e^2(q^2+2m^2),$$

using $2p_1\cdot p_2=q^2-2m^2$. Two-body phase space is $\beta/8\pi$. Hence $-6q^2\,{\rm Im}\,\Pi=4e^2(q^2+2m^2)\beta/8\pi$, which reproduces the formula above. At $q^2=8m^2$ both calculations give $-0.002150$.

This absorptive part also determines the spacelike function. Since $\hat\Pi(0)=0$ and $\hat\Pi$ grows logarithmically, applying Cauchy's theorem to $\hat\Pi(s)/[s(s-q^2)]$ leaves no contribution from the large circle:

$$\hat\Pi(q^2)=\frac{q^2}{\pi}\int_{4m^2}^\infty ds\,\frac{{\rm Im}\,\hat\Pi(s)}{s(s-q^2)} .$$

At $Q^2=10m^2$ the pair-production input gives $8.353\times10^{-4}$, in agreement with the parameter integral. This tests the finite part without using a divergent loop integral.

For spacelike input, evaluate the logarithm as `log1p(x*(1-x)*a)`, which avoids rounding $1+x(1-x)a$ when $a$ is small. The symmetry $x\to1-x$ allows integration over half the interval and doubling. Above threshold, split the real integral at $x_\pm$, where the logarithm is singular but integrable, and add the imaginary part in closed form.

## Computed values

```
alpha = 0.007297353, 1/alpha = 137.035999 (no unit)
electron mass m = 0.510999 MeV
Loop by quadrature, m=1, e^2=1, Q=1.7 (units of m):
 d=1.3: trace direct 0.10934746, formula 0.10934746 (m^d)
   |qq part|/sum of moduli below 1e-9: True
 d=1.5: trace direct 0.15031125, formula 0.15031125 (m^d)
   |qq part|/sum of moduli below 1e-9: True
Sharp cutoff 50 m, e^2=1: trace at q=0 = -126.6008 m^2
Approach to d=4 at Q = 10 MeV, mu = m (no unit):
 eps=0.1: Pi(q2)=-0.0061785, Pi(0)=-0.0094876, diff=0.0033091
 eps=0.01: Pi(q2)=-0.0756411, Pi(0)=-0.0789614, diff=0.0033203
 eps=0.001: Pi(q2)=-0.7724619, Pi(0)=-0.7757881, diff=0.0033261
 eps=0.0001: Pi(q2)=-7.7409178, Pi(0)=-7.7442445, diff=0.0033267
 limit formula: 0.0033268
Electron loop only, spacelike momentum Q:
 Q=0.05 MeV: Q2/m2=0.00957414, integral=0.0003188113
   Pi_hat=1.481082e-06, 1/alpha_eff=137.03580
   small-Q form of Pi_hat=1.482601e-06
 Q=1 MeV: Q2/m2=3.82966, integral=0.09351435
   Pi_hat=4.344339e-04, 1/alpha_eff=136.97647
 Q=10 MeV: Q2/m2=382.966, integral=0.7161139
   Pi_hat=3.326806e-03, 1/alpha_eff=136.58011
   large-Q form of Pi_hat=3.314879e-03
 Q=100 MeV: Q2/m2=38296.6, integral=1.481101
   Pi_hat=6.880660e-03, 1/alpha_eff=136.09310
   large-Q form of Pi_hat=6.880539e-03
Im Pi_hat at q2 = 8 m^2: pairs -0.00215000, formula -0.00215000
Pi_hat at Q2 = 10 m^2: dispersion 0.000835313, formula 0.000835313
```
